# Temperature dependence of a gap coupled quadratically to an Einstein mode

An electronic-structure calculation with the nuclei held at their equilibrium positions gives a gap $E_0$. To predict the gap at the working temperature of a device, one must decide from which zero the thermal correction is counted. If the electronic gap was adjusted to a measured low-temperature value, the zero-point motion is already in it, and only the change from $T=0$ may be added. If it is a true fixed-nuclei gap, the full correction is needed. For the silicon-like parameters used below, these corrections at 300 K are $-42$ and $-102$ meV. Choosing the wrong one costs 60 meV.

## 1. One oscillator

Take one harmonic coordinate $Q$ with mass $M$ and angular frequency $\Omega$. Suppose that the electrons follow the nuclei adiabatically, so that each $Q$ has a definite gap, and that the volume is fixed. With $Q=0$ at equilibrium,

$$H_0=\frac{P^2}{2M}+\frac{M\Omega^2Q^2}{2},\qquad G(Q)=E_0+aQ^2 .$$

A linear term $bQ$ in $G$ is left out. It would not change the thermal mean of $G$, because the lattice distribution is even in $Q$, but it would change the spectral width of Section 3 and the free energies of Section 4.

The coefficient $a$ is the whole second-order response of the gap. If the electronic Hamiltonian is $h_0+Qh_1+Q^2h_2$, perturbation theory for a nondegenerate level $m$ gives the coefficient of $Q^2$ as

$$a_m=\langle m|h_2|m\rangle+\sum_{l\ne m}\frac{|\langle l|h_1|m\rangle|^2}{\varepsilon_m-\varepsilon_l},$$

and $a$ is the value for the conduction edge minus that for the valence edge. Its sign is not fixed in advance: the sum pushes a level away from its neighbours, up or down. The valence edge of silicon is degenerate, so this formula does not apply to it as it stands, and the silicon-like coupling used below is an effective value.

Dimensionless variables $q=Q\sqrt{M\Omega/\hbar}$ and $p=P/\sqrt{M\hbar\Omega}$ obey $[q,p]=i$. Substitution gives

$$H_0=\frac{\hbar\Omega}{2}(p^2+q^2),\qquad G=E_0+\kappa q^2,\qquad \kappa=\frac{a\hbar}{M\Omega}.$$

Thus $\kappa$ is an energy. To average $q^2$, define $b=(q+ip)/\sqrt2$, so that $q=(b+b^\dagger)/\sqrt2$ and $H_0=\hbar\Omega(b^\dagger b+\tfrac12)$. In

$$q^2=\tfrac12\left(b^2+b^{\dagger2}+bb^\dagger+b^\dagger b\right)$$

the first two terms change the level number and have no diagonal element. The others give $(n+1)+n$, hence $\langle n|q^2|n\rangle=n+\tfrac12$.

Let $x=\hbar\Omega/2kT$ and $r=e^{-2x}$. The probability of level $n$ is $(1-r)r^n$. Applying $r\,d/dr$ to $\sum r^n=1/(1-r)$ gives $\sum nr^n=r/(1-r)^2$, so the mean occupation is

$$\bar n=\frac{r}{1-r}=\frac{1}{e^{2x}-1},\qquad
\langle q^2\rangle=\bar n+\frac12=\frac{e^{2x}+1}{2(e^{2x}-1)}=\frac12\coth x .$$

The thermal mean of the gap is therefore

$$\boxed{E_g(T)=E_0+\frac{\kappa}{2}\coth\frac{\hbar\Omega}{2kT}=E_0+\kappa\left(\bar n+\tfrac12\right)}$$

The first limit to try is $T\to0$, where $\coth x\to1$ and $E_g(0)=E_0+\kappa/2$. The shift $\kappa/2$ is the zero-point renormalisation. It exists because the ground state has $\langle q^2\rangle=\tfrac12$, although $\langle q\rangle=0$.

For numbers, take $E_0=1.23$ eV, $\kappa=-120$ meV and $\hbar\Omega=35$ meV, rough values in the regime of the indirect gap of silicon. The zero-point shift is $-60$ meV and $E_g(0)=1.170$ eV. At 300 K, $kT=25.85$ meV, $x=35/(2\times25.85)=0.677$ and $\coth x=1.696$, so

$$E_g(300\ \mathrm K)=1230-60\times1.696=1128\ \mathrm{meV}.$$

As a numerical test, the oscillator was diagonalized on a grid and $q^2$ averaged over its levels with Boltzmann weights. At 60, 150, 300 and 600 K the resulting gap agrees with the boxed formula within $10^{-6}$ meV.

## 2. Why one oscillator is not enough

The mean was taken with the lattice in equilibrium before excitation. After excitation the nuclei move under $H_0+G$, whose potential is $(\hbar\Omega/2+\kappa)q^2$ plus a constant. Here the coefficient is $17.5-120<0$: the excited oscillator has no stable equilibrium. These parameters cannot describe a single literal oscillator carrying the whole coupling.

In a crystal, an extended band-edge state has a weight of order $1/N$ on each of $N$ cells, and so has its response to the motion in one cell. The second-order sum of Section 1 also gives cross terms $q_iq_j$ between cells. They are dropped here. For independent oscillators they average out of the mean, but they change the spread and the free-energy correction, so the powers of $N$ in Sections 3 and 4 belong to the model with equal diagonal couplings. The Einstein model has one frequency but many oscillators:

$$H_0=\sum_{j=1}^N\frac{\hbar\Omega}{2}(p_j^2+q_j^2),\qquad G=E_0+\frac{\kappa}{N}\sum_{j=1}^Nq_j^2 .$$

The total coupling $\kappa$ is held fixed as $N$ varies. Each oscillator contributes $(\kappa/N)\tfrac12\coth x$ and there are $N$ of them, so the boxed mean is unchanged for every $N$. Unequal couplings with the sum $\kappa$ would give the same mean.

The excited potential per oscillator is now $(\hbar\Omega/2+\kappa/N)q_j^2$. For negative $\kappa$ it is stable if

$$N>\frac{2|\kappa|}{\hbar\Omega}=\frac{240}{35}=6.86 .$$

Seven oscillators suffice and six do not. This was tested by widening the grid from $|q|\le14$ to $|q|\le20$. For $N=7$ the lowest excited level moves by less than $10^{-6}\hbar\Omega$; for $N=6$ it falls by more than $5\hbar\Omega$, as it must in a potential without a floor.

## 3. What a vertical spectrum measures

Consider a transition whose dipole matrix element does not depend on the nuclear positions. Initial lattice states $|i\rangle$ of $H_0$ have probabilities $p_i$ and energies $E_i$; final states $|f\rangle$ of $H_0+G$ have energies $E_f$. With the line strength normalised to one, the mean transition energy is

$$\sum_{i,f}p_i|\langle f|i\rangle|^2(E_f-E_i)
=\sum_ip_i\langle i|(H_0+G)-H_0|i\rangle=\langle G\rangle .$$

The first equality uses $\sum_f|f\rangle E_f\langle f|=H_0+G$ and the completeness of the final states. The boxed formula is thus the first moment of this spectrum for every stable $N$. Explicit sums over overlaps for $N=20$ and $N=1000$, at 60, 300 and 600 K, confirm it within $10^{-5}$ meV.

The width follows in the same way. Since $(H_0+G-E_i)|i\rangle=G|i\rangle$, the second moment is $\langle G^2\rangle$, and the variance of the spectrum is that of $G$. This requires $\langle q^4\rangle$. From the ladder operators,

$$q^2|n\rangle=\tfrac12\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right].$$

The squared norm of this vector is $\langle n|q^4|n\rangle=\tfrac34(2n^2+2n+1)$. The Boltzmann sum of $n(n-1)$ is $2r^2/(1-r)^2=2\bar n^2$, so $\langle n^2\rangle=2\bar n^2+\bar n$ and

$$\langle q^4\rangle=\tfrac34(4\bar n^2+4\bar n+1)=3\langle q^2\rangle^2 .$$

The variance of $q^2$ is then $2\langle q^2\rangle^2=\tfrac12\coth^2x$. Independent oscillators add their variances, each multiplied by $(\kappa/N)^2$:

$$\sigma_G=\frac{|\kappa|\coth x}{\sqrt{2N}} .$$

For $N=1000$ at 300 K this is $120\times1.696/\sqrt{2000}=4.6$ meV. As $N$ grows with $\kappa$ fixed, the mean shift stays and the spread vanishes in this model. A real edge does not become sharp in the same way. Phonons scatter the carrier into neighbouring band states, which a single adiabatic level $G$ does not describe, and this leaves a width that does not fall with crystal size, of the order of meV in silicon at room temperature.

## 4. The gap that governs carrier populations

In equilibrium the weight of a configuration with one excited pair, relative to none, contains the ratio of the two lattice partition functions. The relevant gap is the free-energy difference $\Delta F$. Carriers are taken to be so dilute that each pair acts alone.

The excited oscillator has the Hamiltonian

$$\frac{\hbar\Omega}{2}\left[p^2+s^2q^2\right],\qquad s=\sqrt{1+\epsilon},\qquad \epsilon=\frac{2\kappa}{N\hbar\Omega}.$$

The rescaling $q=q'/\sqrt s$, $p=\sqrt s\,p'$ preserves the commutator and gives $(s\hbar\Omega/2)(p'^2+q'^2)$. The frequency is $s\Omega$. One oscillator has the partition function $e^{-x}/(1-e^{-2x})=1/(2\sinh x)$ and the free energy $kT\ln(2\sinh x)$. Hence

$$\Delta F=E_0+NkT\ln\frac{\sinh(sx)}{\sinh x}.$$

For large $N$, $s=1+\epsilon/2-\epsilon^2/8+\dots$, and a small change $\delta=(s-1)x$ gives

$$\ln\frac{\sinh(x+\delta)}{\sinh x}=\delta\coth x-\frac{\delta^2}{2\sinh^2x}+\dots$$

Keep terms up to $\epsilon^2$ and use $kTx=\hbar\Omega/2$:

$$\Delta F=E_0+\frac{N\hbar\Omega\epsilon}{4}\coth x-\frac{N\hbar\Omega\epsilon^2}{16}\left[\coth x+\frac{x}{\sinh^2x}\right]+\dots$$

Inserting $\epsilon$ turns this into

$$\Delta F=E_g(T)-\frac{\kappa^2}{4N\hbar\Omega}\left[\coth x+\frac{x}{\sinh^2x}\right]+O(N^{-2}).$$

The vertical and free-energy gaps coincide for $N\to\infty$. At finite $N$ the free-energy gap is lower at this order, for either sign of $\kappa$, because the excited lattice adapts to its new stiffness.

At 300 K the full difference is $-0.31$ meV for $N=1000$ and $-3.2$ meV for $N=100$, close to the expected factor of ten. For $N=10$ it is $-61$ meV, twice what $1/N$ scaling from $N=1000$ would give. There $s^2=1-240/350=0.31$, so the expansion in $\epsilon$ is no longer good. Within this adiabatic model, the boxed formula can therefore stand in for the free-energy gap when the coupling is spread over many oscillators. If the same total coupling is spread over only about ten oscillators, the full logarithm is needed; below seven it does not exist, because the excited lattice is unstable.

## 5. The cold limit

Subtracting $E_g(0)$ from the boxed result leaves

$$E_g(T)-E_g(0)=\kappa\bar n=\frac{\kappa e^{-\hbar\Omega/kT}}{1-e^{-\hbar\Omega/kT}}\simeq\kappa e^{-\hbar\Omega/kT}\qquad(kT\ll\hbar\Omega).$$

In this model the change is activated, since one quantum of energy $\hbar\Omega$ must be excited before the mean square displacement can grow. A real crystal also has acoustic phonons down to zero energy. If their coupling per unit energy rises as the cube of the energy, the change at the lowest temperatures goes as $T^4$ and exceeds the exponential. The cold onset found below is therefore a value of the one-frequency model. The zero-point shift remains while the slope goes to zero.

To find where the gap has fallen by 1 meV, set $120\,\bar n=1$. Then $e^{\hbar\Omega/kT}=121$ and, with $\hbar\Omega/k=406$ K,

$$T=\frac{406\ \mathrm K}{\ln121}=85\ \mathrm K .$$

A gap that looks constant below this temperature still lies 60 meV under the fixed-nuclei gap. Its flatness does not mean that the zero-point shift is small.

## 6. The hot limit

For small $x$,

$$\coth x=\frac{1+x^2/2+\dots}{x(1+x^2/6+\dots)}=\frac1x\left(1+\frac{x^2}{3}+\dots\right)=\frac1x+\frac x3+\dots$$

Multiplying by $\kappa/2$ and inserting $x=\hbar\Omega/2kT$ gives

$$E_g(T)=E_0+\frac{\kappa k}{\hbar\Omega}T+\frac{\kappa\hbar\Omega}{12kT}+\dots$$

There is no constant beside $E_0$. The high-temperature asymptote, continued to $T=0$, meets the energy axis at the fixed-nuclei gap and not at $E_g(0)$. The limiting slope and the zero-point shift are tied together:

$$E_g(0)-E_0=\frac{\kappa}{2}=\left(\frac{\kappa k}{\hbar\Omega}\right)\frac{\hbar\Omega}{2k}.$$

In the example the slope is $-0.2955$ meV/K, and multiplying by $406.2/2$ K returns $-60$ meV.

The limit is classical. With $\kappa=a\hbar/(M\Omega)$ the slope is $ak/(M\Omega^2)$, which contains no $\hbar$. With the spring constant $K=M\Omega^2$ and $a$ fixed, it does not depend on the nuclear mass either. The zero-point shift is $a\hbar/(2\sqrt{KM})$, so it falls as $M^{-1/2}$. Heavier nuclei on the same springs have a smaller quantum shift but the same classical slope.

How near is room temperature to this limit? At 300 K the asymptote stands at $1230-0.2955\times300=1141$ meV, and the gap is 13.1 meV lower. The next term of the series gives $-13.5$ meV, which overshoots this difference by only 0.4 meV.

## 7. The slope between the limits

Differentiate the boxed formula using $dx/dT=-x/T$ and $d\coth x/dx=-1/\sinh^2x$:

$$\frac{dE_g}{dT}=\frac{\kappa}{2}\frac{x}{T\sinh^2x}=\frac{\kappa k}{\hbar\Omega}\frac{x^2}{\sinh^2x},$$

where the last step uses $1/T=2kx/\hbar\Omega$. The mean energy of one oscillator is $U=(\hbar\Omega/2)\coth x$, so

$$E_g-E_0=\frac{\kappa}{\hbar\Omega}U,\qquad \frac{dE_g}{dT}=\frac{\kappa}{\hbar\Omega}\frac{dU}{dT}.$$

The slope is proportional to the Einstein heat capacity. Finite differences of the numerical gap, and the heat capacity found from the energy fluctuations, both confirm this within one part in $10^4$ at the four temperatures of Section 1.

At 300 K the slope is $-0.254$ meV/K, 86% of its limit; 90% is reached at 359 K. This matters when a line is drawn through data near room temperature. The 300 K tangent meets $T=0$ at

$$1128.2+0.2542\times300=1204.5\ \mathrm{meV},$$

which is 25.5 meV below $E_0$. The series explains the size: a term $C/T$ has a tangent with intercept $2C/T$, here $2\times(-13.5)=-27$ meV. Taking this intercept for the bare gap would give a zero-point shift of $1170.0-1204.5=-34.5$ meV instead of $-60$ meV. If one phonon energy describes the data, a fit of the whole curve avoids this bias. If several phonon energies matter, a one-frequency fit can misplace $E_0$ as well. Fitted with equal weights to the two-group curve of Section 8, it puts $E_0$ about 26 meV too low over 10–300 K and about 13 meV too low over 10–600 K.

## 8. More than one phonon energy

For independent groups of oscillators with total couplings $\kappa_i$ and frequencies $\Omega_i$, the means add:

$$E_g(T)=E_0+\sum_i\frac{\kappa_i}{2}\coth\frac{\hbar\Omega_i}{2kT}.$$

The zero-point shift is $\sum_i\kappa_i/2$, the limiting slope is $k\sum_i\kappa_i/\hbar\Omega_i$, and the asymptote still starts from $E_0$. What is lost is the link between shift and slope through one known frequency.

Try groups at 18 and 60 meV with the same total coupling and limiting slope as before. Their shares satisfy $w_1+w_2=1$ and $w_1/18+w_2/60=1/35$, so $w_1=0.306$ and $w_2=0.694$. The gap then lies below the Einstein result by 0.5 meV at 50 K, 3.2 meV at 100 K and 3.8 meV at 300 K. When cold, the soft group is excited earlier. When hot, the $1/T$ term contains the mean phonon energy, $0.306\times18+0.694\times60=47$ meV instead of 35 meV, and for negative $\kappa$ this keeps the gap below the Einstein curve. The $1/T$ terms alone differ by $-4.7$ meV at 300 K, somewhat more than the full $-3.8$ meV. The difference is largest, about 4.5 meV, near 200 K and then decays as $1/T$, since the two asymptotes coincide.

## 9. Silicon and the optical edge

The indirect gap of silicon is roughly 1.2 eV when cold and 1.1 eV at room temperature. The model gives 1.170 and 1.128 eV, but its inputs were chosen for this regime, so the agreement is no prediction. From 300 to 400 K its gap falls from 1.128 to 1.102 eV, and the corresponding wavelength rises from 1099 to 1125 nm. Real silicon breaks the assumption of fixed volume. With rough values of $-14$ meV/GPa for the pressure coefficient, 100 GPa for the bulk modulus and $2.6\times10^{-6}$ K$^{-1}$ for linear expansion, the added slope is $-(-14)\times100\times3\times2.6\times10^{-6}=+0.011$ meV/K; the first minus sign is there because expansion acts like a negative pressure. Over these 100 K it restores 1.1 meV of a 26 meV fall, or about 1.2 meV when the rise of the expansion coefficient to roughly $3.2\times10^{-6}$ K$^{-1}$ at 400 K is included. A phonon softening of 1% at fixed $a$ lowers the 300 K gap by 1.8 meV.

A larger distinction concerns what a detector sees. The vertical spectrum of Section 3 is not the indirect absorption of silicon, in which a phonon supplies the missing crystal momentum. For that edge $E_g(T)$ serves as the band separation, and the thresholds are displaced from it. With an assisting phonon of about 58 meV and an exciton binding energy of about 15 meV, both held fixed, they are at 300 K

$$1128-15-58=1055\ \mathrm{meV},\qquad1128-15+58=1171\ \mathrm{meV}$$

for phonon absorption and emission. These offsets, $-73$ and $+43$ meV, exceed the thermal change of the gap between 300 and 400 K. Silicon also has weaker thresholds assisted by an acoustic phonon of about 18 meV, with offsets of $-33$ and $+3$ meV. A measured onset must therefore be assigned to a phonon process before it is compared with $E_g(T)$.

Coupling beyond second order, nonadiabatic effects and doping are left out and have not been sized. The numerical output lists the values at the other temperatures.

## Numbers as computed

```
Bare gap E0: 1.230 eV
Coupling kappa: -120.0 meV
Phonon energy: 35.0 meV
Phonon temperature hw/k: 406.2 K
Zero-point shift: -60.0 meV
kT at 300 K: 25.852 meV
x at 300 K: 0.6769
coth x at 300 K: 1.6963
Occupation n at 300 K: 0.3481
Gap at 0 K: 1.1700 eV
Gap at 50 K: 1.1700 eV
Gap at 100 K: 1.1679 eV
Gap at 200 K: 1.1519 eV
Gap at 300 K: 1.1282 eV
Gap at 400 K: 1.1018 eV
Gap at 600 K: 1.0460 eV
Gap change 0 to 300 K: -41.78 meV
Limiting slope: -0.2955 meV/K
Slope at 100 K: -0.0869 meV/K
Slope at 300 K: -0.2542 meV/K
Slope at 400 K: -0.2713 meV/K
Slope at 600 K: -0.2844 meV/K
Slope / limit at 300 K: 0.8603
Slope reaches 90% of limit at: 359 K
Gap has fallen 1 meV from 0 K at: 84.7 K
Asymptote at 300 K: 1.1414 eV
Gap minus asymptote, 300 K: -13.14 meV
1/T term at 300 K: -13.54 meV
300 K tangent taken to 0 K: 1.2045 eV
Tangent intercept minus E0: -25.52 meV
Gap wavelength at 300 K: 1098.9 nm
Gap wavelength at 400 K: 1125.3 nm
Stability needs N above: 6.86
Free-energy minus mean gap, 300 K, N=10: -61.110 meV
Free-energy minus mean gap, 300 K, N=100: -3.198 meV
Free-energy minus mean gap, 300 K, N=1000: -0.307 meV
Gap spread at 300 K, N=1000: 4.55 meV
Inputs: dE/dP -14 meV/GPa, B 100 GPa
Input linear expansion: 2.6e-06 1/K
Expansion slope near 300 K: +0.0109 meV/K
Expansion, 300 to 400 K: +1.09 meV
Two modes: 18 and 60 meV, shares 0.306 and 0.694
Two-mode minus Einstein gap, 50 K: -0.537 meV
Two-mode minus Einstein gap, 100 K: -3.168 meV
Two-mode minus Einstein gap, 300 K: -3.794 meV
Effect of 1% softening at 300 K: -1.81 meV
Inputs: assisting phonon 58 meV, exciton binding 15 meV
Threshold, phonon absorbed, 300 K: 1.0552 eV
Threshold, phonon emitted, 300 K: 1.1712 eV
```
